Pair-creation threshold of a conduction quasiparticle with equal parabolic masses

Before computing the linewidths of conduction states with the GW method, one must decide which states need the screened interaction W at its full frequency dependence on a dense mesh of wavevectors, and which can be treated as sharp levels. The decision depends on where the electron can first lose energy by lifting a second electron across the gap. Below that energy, a width found with a frozen lattice, empty conduction bands and a W built from the same bands comes from the numerical broadening. Above it, a model of W with one pole at a high plasmon energy misses a real decay. For a single valley with a direct gap Eg and equal parabolic masses, the dividing line is a kinetic energy of 3Eg/2.

Let energies be measured from the conduction edge and wavevectors from the common band extremum. With one isotropic mass m for electrons and holes, the quasiparticle bands are

E_c(k) = ħ²k²/2m,   E_v(k) = −Eg − ħ²k²/2m.

The kinetic energy of the electron under study is K = ħ²k²/2m. The temperature is zero, the conduction band is otherwise empty, the nuclei are fixed, and the electron and hole of a created pair do not attract each other. Collective excitations are taken to lie far above the energies considered.

The width comes from the correlation part of the self-energy, in which W stands for the screened minus the bare interaction. Writing frequencies as energies,

Σ(ω) = (i/2π) ∫ dω′ G(ω+ω′) W(ω′).

A neutral excitation of energy Ω, coupled with strength |M|², contributes to the time-ordered W the term

|M|² [1/(ω′ − Ω + iη) − 1/(ω′ + Ω − iη)],   η → 0⁺.

For an empty state n, G = 1/(ω + ω′ − ε_n + iη) has its pole in the lower half-plane. Closing the contour in the upper half-plane picks up only the pole of W at ω′ = −Ω + iη, whose residue carries a minus sign. The factor (i/2π)(2πi)(−1) is +1, so

Σ_n(ω) = |M|²/(ω − ε_n − Ω + 2iη).

For an occupied state v, G has its pole in the upper half-plane. Closing below encloses the pole ω′ = Ω − iη clockwise, and (i/2π)(−2πi) is again +1:

Σ_v(ω) = |M|²/(ω − ε_v + Ω − 2iη).

As η → 0, the first term has imaginary part −π|M|² δ(ω − ε_n − Ω). The second has weight only at ω = ε_v − Ω, which is at most −2Eg because ε_v ≤ −Eg and Ω ≥ Eg. It cannot broaden a conduction state. To leading order in the coupling, the full width at half maximum is therefore

Γ = −2 Im Σ = 2π Σ_n,Ω |M|² δ(K − ε_n − Ω).

This is a golden rule: the electron drops to an empty state and the energy released becomes a neutral excitation. At finite η the delta function becomes a Lorentzian whose tail, far from its centre, is proportional to η. A width below threshold that halves when η is halved is such a tail. The converse does not hold: just above threshold the true width is still small, the tail can dominate it, and the total may nearly halve as well, so this test alone does not locate the onset.

Suppose now that the electron goes from k to k − q. The pair receives wavevector q, shared between its electron and its hole, k_e + k_h = q; the hole's wavevector is minus that of the emptied valence state. Setting k_e = q/2 + p and k_h = q/2 − p cancels the cross terms in the sum of squares:

k_e² + k_h² = q²/2 + 2p²,
Ω = Eg + (ħ²/2m)(q²/2 + 2p²).

The cheapest pair at given q has p = 0 and costs Eg + ħ²q²/4m. The second term is the motion of a pair of total mass 2m. It is the reason why an electron with K = Eg cannot decay: it would have to deliver all its energy, and with it its momentum, to a pair that can afford no motion.

The energy released by the first electron is proportional to k² − (k−q)² = 2k·q − q². Decay is possible if this covers the cheapest pair:

(ħ²/2m)(2k·q − q² − q²/2) ≥ Eg.

Completing the square,

2k·q − 3q²/2 = 2k²/3 − (3/2)|q − 2k/3|²,

shows that the left side is largest at q = 2k/3, where it equals 2K/3. The condition for any decay is then

2K/3 ≥ Eg,   K_th = 3Eg/2.

At K = K_th there is one allowed set of final momenta and the phase space is still zero, so the width grows from zero above this point.

The same result follows without singling out one final electron. Let k₁ and k₂ be the final electrons and k₃ the hole, with k₁ + k₂ + k₃ = k. Expanding the squares and using this sum gives

k₁² + k₂² + k₃² = k²/3 + Σ_i |k_i − k/3|².

The least kinetic energy after the decay is K/3, reached when all three particles carry k/3. The balance K = Eg + K/3 again gives 3Eg/2. One third of the initial kinetic energy has to survive as common motion, whatever the matrix elements are.

This form extends to unequal masses. With M = 2m_e + m_h, the identity becomes

Σ_i k_i²/m_i = k²/M + Σ_i |k_i − m_i k/M|²/m_i,

so the minimum occurs at equal velocities and costs ħ²k²/2M = K m_e/M. From K(1 − m_e/M) = Eg,

K_th = Eg (2m_e + m_h)/(m_e + m_h).

A very heavy hole takes up momentum at almost no cost and brings the threshold down to Eg; a very light hole raises it to 2Eg. For m_e = 0.07 and m_h = 0.20 free-electron masses the ratio is 0.34/0.27 = 1.26.

A plot of Im Σ(k, ω) against ω at fixed k shows a different edge. There ω need not equal the band energy, and the imaginary part starts at

ω_edge(k) = Eg + K/3.

For the state at the band edge this is Eg. The onset that matters for the width is where the line ω = K meets ω_edge, which is at 3Eg/2. Reading the edge of Im Σ at k = 0 as the onset of decay would place it too low by Eg/2.

How fast the width rises follows from counting final states. Use units in which ħ²/2m = 1, define the excess ε = 2K/3 − Eg, and let s = q − 2k/3. The completed square turns energy conservation into ε = 3s²/2 + 2p², and the phase space is

D = ∫d³s ∫d³p δ(ε − 3s²/2 − 2p²).

For the inner integral put X = ε − 3s²/2. The derivative of 2p² is 4p, so the result is 4πp²/(4p) = πp, with p = √(X/2). Hence

D = (4π²/√2) ∫ s² √(ε − 3s²/2) ds.

Substituting s = √(2ε/3) x takes out a factor (2ε/3)^(3/2) ε^(1/2) and leaves ∫₀¹ x²√(1−x²) dx. With x = sin θ this is one quarter of the integral of sin²2θ from 0 to π/2, that is π/16. Collecting factors,

D = (4π²/√2)(2/3)^(3/2)(π/16) ε² = π³ε²/(6√3).

If the coupling is smooth and nonzero at threshold, Γ rises as ε², hence as (K − K_th)². If it vanishes there, the rise is slower still. With Eg = 1, the excess is 1/15 at K = 1.6 and 1/3 at K = 2, so D should grow by a factor 5² = 25. A direct integration over momentum transfer, which does not use the completed square, gives 0.01326 and 0.3315, a ratio of 25.00, and zero at K = 1.4.

For numbers, take round parameters in the regime of lead selenide, an infrared-detector material whose conduction and valence bands near the L points are nearly mirror images: Eg = 0.28 eV and m = 0.07 free-electron masses. Then

K_th = 1.5 × 0.28 eV = 0.42 eV,

with initial wavevector 0.878 nm⁻¹. Each final particle carries 0.293 nm⁻¹ and 0.0467 eV. The momentum transfer is 0.586 nm⁻¹, and the first electron gives up 0.420 − 0.047 = 0.373 eV: 0.280 eV for the gap and 0.093 eV for the motion of the pair. At K = 0.392 eV, or 1.4 gaps, the balance is 0.392 − 0.280 − 0.131 = −0.019 eV and the decay is closed, although the electron has 0.112 eV more than the gap.

The count of states also sets the mesh. At K = 1.6Eg the allowed transfers fill a ball around 2k/3 of radius √(2ε/3), which is one sixth of k. Here k is 0.878 × √(1.6/1.5) = 0.907 nm⁻¹, so the radius is 0.15 nm⁻¹. For a face-centred cubic lattice with constant 0.61 nm, the primitive reciprocal vectors have length 2π√3/a = 17.8 nm⁻¹. A uniform mesh needs about 17.8/0.15 ≈ 120 divisions along each vector merely to place one spacing across that radius. Near threshold, interpolation or local refinement is therefore needed; otherwise a coarse mesh with a large η will replace the quadratic onset by its own broadening.

Attraction between the created electron and hole lowers the onset. If they form an exciton of binding energy E_b and mass 2m, the final state holds an electron of mass m and a particle of mass 2m. The total mass is still 3m and the least kinetic energy still K/3, but the internal cost is Eg − E_b:

K_th = (3/2)(Eg − E_b).

The shift is 1.5 times the binding energy. In the hydrogen-like model, E_b is the Rydberg energy times the reduced mass 0.035 divided by the square of the dielectric constant. With the electronic value 23, E_b = 0.90 meV and the onset moves down by 1.35 meV, which is negligible here. This value belongs to the frozen lattice; a binding so far below the polar phonon energy would be screened by the static dielectric constant in the real crystal and be smaller still. Because this channel has only two final particles, its phase space rises as the square root of the excess energy, not as its square. Seeing this shift in a calculation requires electron-hole attraction inside W; a W built from independent pairs has the onset at the unbound continuum.

The curvature of the bands matters far more. Two bands that repel each other across a small gap have nearly equal masses, but the same repulsion makes them nonparabolic. A simple model that separates the two features is

E(k) = f s + √(Eg²/4 + (1−f) s Eg) − Eg/2,   s = ħ²k²/2m,

for both carriers, where f is the share of the inverse mass that comes from remote bands. For small s the root is Eg/2 + (1−f)s, so E ≈ s and the band-edge mass is m for every f. The case f = 1 is the parabola, and f = 0 the pure two-band model.

Both k-dependent parts are convex functions of the vector k: the first is a square, the second the length of a vector with one fixed component and the others proportional to k. For a convex function the sum of three energies at fixed total momentum is least when the momentum is shared equally. The threshold therefore obeys E(k) = Eg + 3E(k/3). Since s becomes s/9 at k/3, the constants −Eg/2 on the left and Eg − 3Eg/2 on the right cancel, leaving

(2/3) f s = √(9Eg²/4 + (1−f)sEg) − √(Eg²/4 + (1−f)sEg).

For f = 1 the right side is 3Eg/2 − Eg/2 = Eg, so s = 3Eg/2, as before. For f = 0 the left side is zero while the right side is positive at every k. There is no threshold: within the pure two-band model, with the same isotropic dispersion for all particles, the decay is forbidden at any energy. The missing energy is 2Eg² divided by the sum of the two roots. It shrinks as k grows but never reaches zero; at 50 nm⁻¹, far outside the range where the model describes a crystal, it is still 0.004 eV.

The reason is that for f = 0 the dispersion has the form of a relativistic free particle with rest energy Eg/2. Seen from the frame in which the initial electron is at rest, its energy Eg/2 cannot supply three particles that each need at least Eg/2. The parabola lacks this invariance, and for it the difference E(k) − 3E(k/3) = 2K/3 grows without limit, so it eventually pays for the gap. At the parabolic threshold the electron moves at √(2K_th/m) = √(3Eg/m), here 1.45 × 10⁶ m/s, whereas the two-band model limits the speed to √(Eg/2m), smaller by a factor √6.

Intermediate values of f, with gap and band-edge mass held fixed, give

f = 0.50:  K_th = 0.46 eV = 1.65 Eg
f = 0.25:  K_th = 0.54 eV = 1.92 Eg
f = 0.10:  K_th = 0.68 eV = 2.44 Eg.

Equal masses alone thus do not justify the factor 3/2; the conduction band must be parabolic up to energies of order 3Eg/2. The valence band is probed only near Eg/6, the energy of each final particle: curving it alone, with f = 0.25, moves the threshold merely to 1.48Eg, while curving the conduction band alone moves it to 1.99Eg. A small wavevector is no safeguard. In the example k_th is only a tenth of the distance from Γ to L, yet for f = 0.25 the band energy there is already 30% below the parabola, because what counts is K compared with Eg.

A second correction acts in the other direction. Lead selenide has four L valleys with elongated mass ellipsoids. Let M_i be the mass tensor of the initial valley and M_f the sum of the tensors of the three final particles. Equal velocities again minimize the final energy, so

K = (ħ²/2) k·M_i⁻¹·k,   K_final = (ħ²/2) k·M_f⁻¹·k.

The ratio K_final/K is smallest along the direction where M_i⁻¹k = λM_f⁻¹k with the largest λ, which is the largest eigenvalue of M_i⁻¹M_f. There K(1 − 1/λ) = Eg, or

K_th = Eg/(1 − 1/λ).

If all particles are in one valley, M_f = 3M_i, λ = 3, and the threshold is 3Eg/2 however elongated the ellipsoid. If the pair is created in another valley j, M_f = M_i + 2M_j and λ = 1 + 2κ, where κ is the largest eigenvalue of M_i⁻¹M_j.

Take a longitudinal mass twice the transverse one and measure masses in units of the latter. In the plane of the two valley axes, whose directions have cosine 1/3, the matrix M_i⁻¹M_j has determinant 1 and trace 2 + 1 − 1/2 − 1/18 = 2.444. Its larger eigenvalue is

κ = [2.444 + √(2.444² − 4)]/2 = 1.925.

This gives λ = 4.85 and K_th = 1.26Eg = 0.35 eV. Crystal momentum also allows all three final particles to sit in the three other valleys, because the four L vectors add up to a reciprocal lattice vector. That channel opens at 1.30Eg, or 0.36 eV. An electron moving close to the light direction of its own valley thus benefits from heavier partners elsewhere. Such partners can also lift the ban found for f = 0, which requires all three final particles to share the dispersion of the initial electron.

Pair creation is also not the first source of width once the nuclei may move. For a polar phonon of energy E_p = 17 meV, the standard long-range coupling is |M_q|² = 2πe²E_pβ/q² per unit volume, with β = 1/23 − 1/200 = 0.0385 from the electronic and static dielectric constants and e² standing for e²/4πε₀. In the golden rule the radial integral gives mk′/ħ², where k′ is the final wavevector, and the angular integral of 1/|k − k′|² gives (1/kk′) ln[(k+k′)/(k−k′)]. The factor k′ cancels:

Γ_ph = (e²E_pβ m/ħ²k) ln[(k+k′)/(k−k′)].

At K = 0.42 eV, k′/k = √(1 − 0.017/0.42) = 0.980, and the width is 4.5 meV. At 300 K, stimulated emission raises it to 9.3 meV, without counting absorption. A measured linewidth would therefore show no sharp start at K_th: the quadratic pair term would be added to a width already present.

Phonons also weaken the threshold itself. In a second-order process a phonon can take up the momentum, so the three carriers may all end at rest. With one phonon of 17 meV at the wavevector required, this channel opens at Eg + E_p = 0.297 eV for emission and, in a warm crystal, at Eg − E_p = 0.263 eV for absorption. An acoustic phonon of the same wavevector has at most about 2 meV, so where it couples, the onset lies close to Eg itself; absorbing several phonons lowers it further. The factor 3/2 belongs to the direct process without phonons. Thermal carriers open a further channel: at 300 K the example has about 8 × 10¹⁵ electrons per cm³ and as many holes, with a plasma energy near 4 meV for a frozen lattice, and lower still once the polar lattice responds, so that W has excitations far below the gap.

Set beside the real material, the gap and mass are of the right rough size for lead selenide at room temperature, and a mass ratio near 2 is reasonable, but the remote-band share is an assumption. Real lead selenide is neither parabolic nor isotropic. With f = 0.25, nonparabolicity taken alone moves the threshold from 0.42 to 0.54 eV, while anisotropy taken alone moves it to 0.35 eV. Which of the two shifts is larger depends on f. The two effects cannot simply be added: the sum of the separate shifts would give 0.47 eV, whereas the same curved dispersion used with the mass tensor of each valley gives about 0.40 eV at f = 0.25. The value 0.42 eV is therefore a reference value and not a prediction for the material.

For a production calculation, the parabolic rule serves as a first estimate where the bands are parabolic, and of equal mass, up to 3Eg/2, and where no other valley or band offers a cheaper final state. Elsewhere the threshold should be found from the quasiparticle bands themselves, by searching for the lowest conduction state that satisfies

E_c(k) ≥ min over k₁, k₂ of [E_c(k₁) + E_c(k₂) − E_v(k₁ + k₂ − k)],

with wavevectors now taken in the full Brillouin zone and all relevant bands included. The search needs band energies only, no matrix elements, and it accounts for curvature, anisotropy and valleys together. Because the condition depends on the direction of k as well as on energy, it should be applied state by state: states that fail it can be treated as sharp with respect to direct pair creation; states that satisfy it need the low-energy pair continuum in W. If W is built from bands with a smaller gap than the quasiparticle bands, its pairs cost less and the computed width can start at a lower energy; such a width does not vanish with η. The numerical output below lists the example's values.

Values computed for the example and the checks

```
INPUTS (rough lead-selenide regime)
gap = 0.280 eV
equal mass = 0.070 m0
temperature = 300 K; kT = 0.0259 eV
dielectric constants: high 23, static 200
polar phonon energy = 0.0170 eV
lattice constant = 0.610 nm
longitudinal/transverse mass = 2.00
remote-band share of 1/m = 0.25
IDEAL THRESHOLD
threshold kinetic energy = 0.4200 eV
threshold / gap = 1.500000
least final kinetic energy = 0.1400 eV
each final particle = 0.04667 eV
initial wavevector = 0.8784 1/nm
each final wavevector = 0.2928 1/nm
momentum transfer = 0.5856 1/nm
energy passed to pair = 0.37333 eV
initial speed = 1.453e+06 m/s
hole mass 0.20 m0: threshold/gap = 1.2593
ENERGY BALANCE: K/gap, K (eV), surplus (eV)
  1.0  0.2800  -0.09333
  1.4  0.3920  -0.01867
  1.5  0.4200  -0.00000
  1.6  0.4480  +0.01867
  2.0  0.5600  +0.09333
PHASE SPACE (hbar^2/2m = gap = 1)
  K/gap 1.4: 0.00000 (dimensionless)
  K/gap 1.6: 0.01326 (dimensionless)
  K/gap 2.0: 0.33151 (dimensionless)
  K/gap 2.5: 1.32604 (dimensionless)
growth from 1.6 to 2.0 gap = 25.00
NEGLECTED EFFECTS
exciton binding = 0.900 meV
threshold with exciton = 0.41865 eV
remote share 1.00: 0.4200 eV = 1.500 gap
remote share 0.50: 0.4618 eV = 1.649 gap
remote share 0.25: 0.5369 eV = 1.917 gap
remote share 0.10: 0.6839 eV = 2.443 gap
two-band only: least deficit = 0.00402 eV, k to 50 1/nm
lowest valley channel = 0.3527 eV = 1.260 gap
three other valleys = 0.3640 eV = 1.300 gap
phonon-emission width, 0 K = 4.504 meV
phonon-emission width, 300 K = 9.347 meV
pair + phonon emission onset = 0.2970 eV
pair + phonon absorption onset = 0.2630 eV
thermal electron density = 8.255e+15 1/cm3
thermal plasma energy = 3.760 meV
threshold k / distance Gamma-L = 0.0985
```
